# Why the centroid of a Lorentzian line never settles, but likelihood does

A Raman spectrometer records the line of a silicon film, and the position of that line is to be converted into stress. Two ways of reading the position are open: take the centroid of the counts, or fit a line shape by maximum likelihood. The choice affects how much a longer exposure can improve the stress value. For a Lorentzian line with unlimited wings, the centroid of a million counts is as uncertain as the position of one count. In a fixed finite window the centroid does settle, but on a value that depends on the window.

## The model and one rule for averages

Let $N$ counts arrive at independent positions $x_i$. Write $u=x-x_0$ for the distance from the true centre $x_0$, with density

$$f(u)=\frac{\gamma}{\pi(u^2+\gamma^2)},$$

where $\gamma$ is the half-width at half-maximum. At first there is no background and no edge to the record.

Nearly every average below follows from one contour integral. Let $g(z)$ be analytic for $\mathrm{Im}\,z\ge 0$ and grow more slowly than $|z|$ there. Close the integral of $gf$ with a large semicircle in the upper half-plane. Its length grows as $R$ and $f$ falls as $1/R^2$, so the arc contributes nothing in the limit. The one enclosed pole, at $z=i\gamma$, gives

$$\langle g(u)\rangle=2\pi i\,\frac{\gamma\,g(i\gamma)}{\pi\,(2i\gamma)}=g(i\gamma).\tag{1}$$

## The centroid has the law of a single count

For $k\ge0$ the function $e^{ikz}$ is bounded in the upper half-plane, so (1) gives $\langle e^{iku}\rangle=e^{-\gamma k}$. Since $f$ is even, the result for either sign is $e^{-\gamma|k|}$. The centroid error $\bar u_N=\frac1N\sum_i u_i$ is a sum of independent terms $u_i/N$, so its characteristic function is a product:

$$\langle e^{ik\bar u_N}\rangle=\left[e^{-\gamma|k|/N}\right]^N=e^{-\gamma|k|}.$$

A characteristic function fixes its distribution, so $\bar u_N$ has density $f$ for every $N$. In particular,

$$P(|\bar u_N|>\gamma)=1-\frac2\pi\arctan 1=\frac12 .$$

The centroid does not settle on a wrong value either. Split $2N$ counts into halves with centroid errors $\bar u_N$ and $\bar u_N'$. Then $\bar u_{2N}-\bar u_N=(\bar u_N'-\bar u_N)/2$, whose characteristic function is $e^{-\gamma|k|/2}\,e^{-\gamma|k|/2}=e^{-\gamma|k|}$. Doubling the data moves the centroid by more than $\gamma$ half the time, however many counts there are already. A convergent sequence would make this difference vanish.

The law of large numbers is not violated, because it requires a finite mean of $|u|$. Here

$$\int_{-R}^{R}|u|f\,du=\frac{\gamma}{\pi}\ln\left(1+\frac{R^2}{\gamma^2}\right)$$

grows without limit as $R\to\infty$.

Take $\gamma=1.5$ cm⁻¹. In 4000 simulated records at each size, the median of $|\bar u_N|$ was 1.53, 1.56, 1.54 and 1.55 cm⁻¹ for $N=1$, 10, 100 and 1000. To judge the scatter, note that the number of $M$ values falling below their true median fluctuates by $\sqrt M/2$. If the density there is $p$, the sample median therefore fluctuates by

$$\frac{\sqrt M/2}{Mp}=\frac{1}{2p\sqrt M}.\tag{2}$$

For $|u|$ at $\gamma$, $p=2f(\gamma)=1/(\pi\gamma)$. With $M=4000$ the standard error is 0.037 cm⁻¹, so all four values agree with 1.5 cm⁻¹ within two standard errors.

## One distant count is enough

The probability that all $N$ counts lie within a distance $m$ is $[(2/\pi)\arctan(m/\gamma)]^N$. For $m\gg\gamma$, $\arctan(m/\gamma)\approx\pi/2-\gamma/m$, and so

$$P(\max|u|<m)\approx\left(1-\frac{2\gamma}{\pi m}\right)^N\approx e^{-2\gamma N/(\pi m)} .$$

Setting this to $1/2$ gives the median largest distance, $2\gamma N/(\pi\ln2)$. It grows in proportion to $N$, while the weight of each count in the centroid is $1/N$. The most distant count alone therefore shifts the centroid by an amount whose median size is about $0.92\gamma$, or 1.38 cm⁻¹, at any large $N$. For $N=1000$ the law gives 1378 cm⁻¹ for the largest distance, and the simulated median was 1413 cm⁻¹, higher by 2.5%. These distances belong to the ideal model; no real Raman line has such wings.

If distant counts are the cause, deleting them must restore ordinary averaging. Keep those with $|u|<W$. Their fraction is $P_W=(2/\pi)\arctan(W/\gamma)$, and

$$\int_{-W}^{W}u^2f\,du=\frac\gamma\pi\int_{-W}^{W}\left(1-\frac{\gamma^2}{u^2+\gamma^2}\right)du=\frac{2\gamma}{\pi}\left(W-\gamma\arctan\frac W\gamma\right).$$

Division by $P_W$ gives the variance per kept count:

$$V_W=\frac{\gamma W}{\arctan(W/\gamma)}-\gamma^2\;\approx\;\frac{2\gamma W}{\pi}\quad(W\gg\gamma).\tag{3}$$

It is finite, so the centroid error now falls as $1/\sqrt N$. With $W=30$ cm⁻¹ and 1000 counts before deletion, (3) predicts a standard deviation of 0.168 cm⁻¹; the same simulated records gave 0.166 cm⁻¹. But $V_W$ grows with $W$: the precision depends on the cut as well as on the line width.

## What likelihood minimises

For a trial centre $t$ the log-likelihood is $N\ln(\gamma/\pi)-\sum_i\ln[\gamma^2+(x_i-t)^2]$. Maximising it means minimising the mean loss

$$\ell_N(t)=\frac1N\sum_i\ln\left[\gamma^2+(x_i-t)^2\right].$$

The logarithm tames the wings. Put $\delta=t-x_0$ and write $\gamma^2+(u-\delta)^2=|u-\delta+i\gamma|^2$. The function $\ln(z-\delta+i\gamma)$ has its singularity at $z=\delta-i\gamma$, in the lower half-plane, so (1) applies. Twice the real part of its value at $z=i\gamma$ is

$$\langle\ell\rangle=2\ln|2i\gamma-\delta|=\ln(4\gamma^2+\delta^2).\tag{4}$$

The expected loss is finite and has a single minimum, at the true centre.

The minimum of the sampled loss must also approach that point. The slope of each term with respect to $t$ is at most $1/\gamma$ in size, because $2|v|\gamma\le v^2+\gamma^2$ for any distance $v$. On the interval $|\delta|\le6\gamma$, choose a finite grid of trial centres. The law of large numbers holds at each grid point, and the bounded slope controls the gaps, which can be made as small as desired. So $\ell_N$ approaches (4) uniformly there.

Outside the interval, half of the counts, in the limit, lie within $\gamma$ of $x_0$ and hence at least $5\gamma$ from $t$. The others contribute at least $\ln\gamma^2$ each. In the limit the loss is thus at least

$$\ln\gamma^2+\tfrac12\ln26=\ln\gamma^2+1.63,$$

above the value $\ln\gamma^2+\ln4=\ln\gamma^2+1.39$ reached at $x_0$. The global minimum $\hat t$ therefore lies inside the interval with probability tending to one, and it converges to $x_0$.

The word global matters. For two counts at $\pm a$, the exponential of the summed loss is $(\gamma^2+t^2+a^2)^2-4a^2t^2$, with derivative $4t(t^2+\gamma^2-a^2)$. If $a>\gamma$, the middle is a likelihood minimum and there are two maxima, at $t=\pm\sqrt{a^2-\gamma^2}$. In a large record, a search for a root of the likelihood equation should start near the bulk of the counts, for instance at their median. With only a few counts, several starting points should be compared.

## Where the variance $2\gamma^2/N$ comes from

The likelihood equation is $\sum_i s(x_i-\hat t)=0$, with the score

$$s(u)=\frac{2u}{u^2+\gamma^2}=2\,\mathrm{Re}\,w,\qquad w=\frac1{u+i\gamma}.$$

Rule (1) gives $\langle w\rangle=1/(2i\gamma)$ and $\langle w^2\rangle=-1/(4\gamma^2)$. The first is imaginary, so $\langle s\rangle=0$. Also $\mathrm{Im}\,w=-\gamma/(u^2+\gamma^2)=-\gamma|w|^2$, so $\langle|w|^2\rangle=1/(2\gamma^2)$. Since $s=w+w^*$,

$$\langle s^2\rangle=2\,\mathrm{Re}\langle w^2\rangle+2\langle|w|^2\rangle=-\frac1{2\gamma^2}+\frac1{\gamma^2}=\frac1{2\gamma^2}.$$

The mean slope of the score follows from $s'=-2\,\mathrm{Re}\,w^2$: it is $\langle s'\rangle=1/(2\gamma^2)$, equal to the curvature of (4) at $\delta=0$.

Let $\varepsilon=\hat t-x_0$ and expand $s(u-\varepsilon)$. Because $s''=4\,\mathrm{Re}\,w^3$ is at most $4/\gamma^3$ in size, averaging over the counts gives

$$0=\bar s-\varepsilon\,\overline{s'}+r,\qquad |r|\le 2\varepsilon^2/\gamma^3 .$$

As $\varepsilon\to0$ the remainder is negligible beside the linear term, so $\varepsilon\approx\bar s/\langle s'\rangle=2\gamma^2\bar s$. The score is bounded, and the central limit theorem applies to $\bar s$, whose variance is $1/(2\gamma^2N)$. Hence, asymptotically,

$$\mathrm{Var}(\hat t)=(2\gamma^2)^2\,\frac{1}{2\gamma^2N}=\frac{2\gamma^2}{N}.\tag{5}$$

Fitting the width too leaves (5) unchanged, provided that the width estimate is itself accurate to order $1/\sqrt N$. A width error enters the centre equation multiplied by the average of $\partial s/\partial\gamma=-4\gamma u/(u^2+\gamma^2)^2$. This function is odd, so its average vanishes up to a fluctuation of order $1/\sqrt N$, and the product is of order $1/N$.

In the simulated records, $N\,\mathrm{Var}(\hat t)/(2\gamma^2)$ was 1.03 for $N=100$ and 1.04 for $N=1000$, and again 1.04 with the width fitted to the latter records. The sampling error of such a variance is $\sqrt{2/4000}=2.2\%$, so each excess is below two standard errors. At $N=100$ most of it is nevertheless real: (5) is a large-$N$ result, and the next correction raises the variance by a fraction of about $2.5/N$.

The sample median also converges. Formula (2), with $M=N$ and $p=f(0)=1/(\pi\gamma)$, gives it the variance $\pi^2\gamma^2/(4N)$, larger than (5) by the factor $\pi^2/8=1.23$. What ruins the centroid is its weighting of the counts; the counts themselves locate the centre well.

## How much one count can say

Expansion (5) shows that a count at distance $u$ moves the likelihood centre by about $(2\gamma^2/N)\,s(u)$, whereas it moves the centroid by $u/N$. The ratio of the two shifts is $4\gamma^2/(u^2+\gamma^2)$. Likelihood listens more closely than the centroid to counts with $|u|<\sqrt3\,\gamma$, and less to those beyond. Its response peaks at $u=\gamma$, with the value $2\gamma/N$, and then falls, approaching $1/u$ behaviour for $u\gg\gamma$.

In a record of 10 000 counts, one count was moved out from the fitted centre:

- Moved by 1.5 cm⁻¹, it shifted the centroid by $1.5\times10^{-4}$ cm⁻¹ and the likelihood centre by $3.0\times10^{-4}$ cm⁻¹.
- Moved by 1500 cm⁻¹, it shifted the centroid by 0.15 cm⁻¹ and the likelihood centre by $6\times10^{-7}$ cm⁻¹.

A distant count deserves little weight because the density there changes by only a tiny fraction of itself when the line moves slightly. For a Gaussian line the log-likelihood is a sum of $-(x_i-t)^2/(2\sigma^2)$, which is greatest at the centroid. The centroid is thus the likelihood answer to a different line shape.

One growing record shows both behaviours. The table gives errors in cm⁻¹.

| Counts | Centroid | Likelihood |
|---:|---:|---:|
| 100 | +0.38 | +0.001 |
| 1000 | −1.33 | −0.031 |
| 10 000 | +2.15 | −0.035 |
| 100 000 | −4.21 | −0.008 |

The likelihood error need not fall at every step; its expected size does. The first entry is luckily small, since (5) gives a standard deviation of 0.21 cm⁻¹ at 100 counts.

## A finite window: convergence to the wrong place

Let the window have half-width $W$ and let its centre lie at $u=d$. Integrating $uf$ and $f$ from $d-W$ to $d+W$ and dividing gives the limit of the centroid error:

$$b=\frac{\gamma\ln\dfrac{(W+d)^2+\gamma^2}{(W-d)^2+\gamma^2}}{2\left[\arctan\dfrac{W+d}\gamma+\arctan\dfrac{W-d}\gamma\right]} .$$

For small $d$ the logarithm is $4Wd/(W^2+\gamma^2)$ and the bracket is $2\arctan(W/\gamma)$, so

$$b\approx\beta d,\qquad \beta=\frac{\gamma W}{(W^2+\gamma^2)\arctan(W/\gamma)} .$$

A wide window has $\beta\approx2\gamma/(\pi W)$: the bias falls as $1/W$, but the variance (3) rises as $W$. A very narrow window has $\beta\to1$, and its centroid reports the centre of the window whatever the line does. At $W=\gamma$, $\beta=0.64$, so a small line shift appears at only 36% of its size. For displacements small enough for this linear form, dividing by $1-\beta$ would repair this, but it requires the line shape. A symmetric line allows another repair that needs no shape: move the window onto its own centroid and repeat, starting with the peak inside the window. Each step multiplies a small offset by $\beta<1$, so the bias disappears. The end point solves $\sum(x_i-t)=0$ over the counts within $W$ of $t$. The mean slope of this equation per count is $P_W(1-\beta)$, so the variance is $V_W/[NP_W(1-\beta)^2]$. Near its minimum, at $W=2\gamma$, one has $V_W=0.806\gamma^2$, $P_W=0.705$ and $\beta=0.361$, which give $2.8\gamma^2/N$, only 1.4 times (5).

## The silicon line in numbers

For lightly doped silicon near 520 cm⁻¹, rough typical values are $\gamma=1.5$ cm⁻¹ and, for equal biaxial stress in a (001) film seen in backscattering, −250 MPa per cm⁻¹. Common sets of phonon deformation potentials give about −220 to −260 for this case; other orientations and phonon components differ by up to a factor of two. Take 10 000 line counts and a window of ±30 cm⁻¹ set 2 cm⁻¹ off centre. The ideal likelihood error is

$$\sqrt{2}\times1.5/\sqrt{10\,000}=0.021\ \text{cm}^{-1},$$

or 5.3 MPa. With $V_W=27.3$ cm⁻² and $P_W=0.968$, the centroid in a centred window of the same width has the error $\sqrt{27.3/9680}=0.053$ cm⁻¹, so it needs about six times the counts for equal precision. At a fixed number of line counts, widening the window to ±60 and ±120 cm⁻¹ raises this error to 0.075 and 0.107 cm⁻¹. The offset adds a bias of 0.066 cm⁻¹, or 16 MPa, which no exposure removes while the window stays fixed; re-centring the window does remove it. (The value 0.0637 cm⁻¹ labelled "small-d form" in the check output also uses the wide-window limit $\beta\approx2\gamma/(\pi W)$; the full $\beta d$ gives 0.066 cm⁻¹.)

A real detector breaks several assumptions. The example takes pixels of 0.5 cm⁻¹, Gaussian instrument broadening of 1 cm⁻¹ full width, a flat background of 20 counts per cm⁻¹ and read noise of 5 counts per pixel. A weighted fit of centre, width, area and background, with the correct broadened shape, then has a predicted error of 0.024 cm⁻¹, or 6.0 MPa. This is 13% above the ideal. Fits to 800 simulated spectra, with weights taken from the true parameters, scattered by 0.023 cm⁻¹. This window, 20 times as wide as the line, by itself costs the fit almost nothing.

The centroid over this wide, fixed window suffers far more, because a noisy pixel counts in proportion to its distance. About the centroid, the mean square distance of the 120 pixels is $W^2/3$ plus the squared offset, about 304 cm⁻². The summed variances, in cm⁻², are:

- line counts, $9680\times27.3\approx2.6\times10^5$;
- background, $1200\times304\approx3.6\times10^5$;
- read noise, $120\times25\times304\approx9.1\times10^5$.

The root of their sum, divided by 9680, is 0.128 cm⁻¹, or 32 MPa, and read noise is the largest part. This assumes that the background is known and subtracted. If it is left in, 1200 counts centred at 2 cm⁻¹ pull the centroid to

$$\frac{9680\times0.066+1200\times2}{10\,880}=0.28\ \text{cm}^{-1},$$

a false 70 MPa. These large errors belong to the wide, fixed window. In a re-centred window a flat background has no first moment and needs no subtraction. With $W=3$ cm⁻¹ the centroid error for the same detector is just under 0.03 cm⁻¹, about 7 MPa, not far above that of the fit.

Likelihood does not protect against a line that has truly moved. With a rough coefficient of −0.02 cm⁻¹ per K, an unnoticed heating of 5 K shifts the line by −0.10 cm⁻¹. That reads as 25 MPa, four times the statistical error of the fit. Calibration drift adds an error that is not sized here. Asymmetry matters early: a Fano parameter as weak as $q=200$ moves the centre of the symmetric fit by about 0.025 cm⁻¹, as much as its statistical error.

Under these conditions the fit is the most precise of the readings compared: far ahead of a centroid over a wide fixed window, but only modestly ahead of a centroid re-centred in a window of about $\pm2\gamma$. Further counts improve the stress value appreciably only until the error of the fit falls well below that of temperature and calibration, and for the assumed heating that point has already been passed. The numerical output lists the values used.

## Computed results

```
INPUTS (rough typical silicon Raman values)
gamma = 1.5 cm^-1, line counts N = 10000
window half-width W = 30.0 cm^-1, offset d = 2.0 cm^-1
pixel = 0.5 cm^-1, Gaussian FWHM = 1.0 cm^-1
background = 20.0 counts per cm^-1, read noise = 5.0 counts rms
stress coefficient = -250.0 MPa per cm^-1
temperature coefficient = -0.02 cm^-1/K, heating = 5.0 K
information per count = 0.22222 cm^2 (quadrature)
SIMULATED ENSEMBLES, 4000 records each
N = 1: median |centroid error| = 1.530 cm^-1
N = 10: median |centroid error| = 1.563 cm^-1
N = 100: median |centroid error| = 1.543 cm^-1
N = 100: ML rms error = 0.2156 cm^-1, N var/(2 gamma^2) = 1.033
N = 1000: median |centroid error| = 1.547 cm^-1
N = 1000: ML rms error = 0.0684 cm^-1, N var/(2 gamma^2) = 1.039
N = 1000, width also fitted: N var/(2 gamma^2) = 1.040
N = 1000, median: N var/(pi^2 gamma^2/4) = 1.049
centroid move from 500 to 1000 counts, median = 1.520 cm^-1
largest |u| at N = 1000: median 1413, law 1378 cm^-1
its shift of the centroid by the law = 1.378 cm^-1
after deleting |u| > W: centroid sd 0.1661, law 0.1680 cm^-1
ONE GROWING RECORD: errors of centroid and ML centre, cm^-1
N = 100: centroid +0.3782, ML +0.0011
N = 1000: centroid -1.3274, ML -0.0310
N = 10000: centroid +2.1506, ML -0.0346
N = 100000: centroid -4.2131, ML -0.0083
ONE COUNT OF 10000 MOVED OUT FROM THE CENTRE
by 1.5 cm^-1: centroid shift 1.50e-04, ML shift 2.99e-04 cm^-1
by 1500.0 cm^-1: centroid shift 1.50e-01, ML shift 5.97e-07 cm^-1
EXAMPLE, N = 10000
ideal ML error = 0.0212 cm^-1 = 5.3 MPa
centred window +-30 cm^-1: centroid sd = 0.0531 cm^-1
centred window +-60 cm^-1: centroid sd = 0.0754 cm^-1
centred window +-120 cm^-1: centroid sd = 0.1068 cm^-1
offset window, ideal line: centroid bias = 0.0657 cm^-1 (small-d form 0.0637)
FIT ERROR of the centre in the offset window, cm^-1
window alone (fine pixels): 0.0212
window + real pixels: 0.0214
window + Gaussian broadening: 0.0225
window + background: 0.0216
window + pixels + read noise: 0.0222
all effects: 0.0239 = 6.0 MPa; simulated fits 0.0232
CENTROID of the same spectra, all effects
sd, background subtracted = 0.1283 cm^-1 = 32.1 MPa; simulated 0.1287
bias, background subtracted = 0.0657 cm^-1 = 16.4 MPa
bias, background left in = 0.2791 cm^-1 = 69.8 MPa
line shift from heating = -0.100 cm^-1, read as 25.0 MPa
```
